# The Classical Nucleation Barrier from a Seeded Simulation: test program

```python
"""
Result under test: a seeded simulation that finds the critical size N_c of a
crystal nucleus gives the classical barrier  G* = N_c * dmu / 2.
dmu   : chemical potential of liquid minus crystal, per atom (eV, positive)
gamma : interfacial free energy (eV/nm^2);  v : volume per atom (nm^3)
G(N)  : free energy of a nucleus of N atoms, -N dmu + gamma * area
The 'seeded simulation' is a random walk in N obeying detailed balance on G(N).
It stands in for molecular dynamics. All material parameters are rough.
"""
import numpy as np
from scipy import constants as const
from scipy.integrate import quad
from scipy.optimize import minimize_scalar

EV = const.e
KB = const.k / EV                       # eV/K
GPA = 1e9 * 1e-27 / EV                  # eV/nm^3 per GPa
JM2 = 1e-18 / EV                        # eV/nm^2 per J/m^2
SPHERE = (36 * np.pi) ** (1 / 3)        # area / volume^(2/3)

T_melt, T_run = 900.0, 600.0            # K
heat_fusion = 0.14                      # eV per atom
delta_cp = 1.0 * KB                     # eV/K per atom, liquid minus crystal
v = 0.030                               # nm^3
gamma_si = 0.080                        # J/m^2
gamma = gamma_si * JM2
attach_rate = 1e11                      # 1/s, multiplies N^(2/3)
kT = KB * T_run


def driving_force(T):
    return (heat_fusion * (1 - T / T_melt)
            - delta_cp * (T_melt - T - T * np.log(T_melt / T)))


def peak(free_energy, low, high):
    """Position and height of the maximum, searched in log(size)."""
    res = minimize_scalar(lambda y: -free_energy(np.exp(y)),
                          bounds=(np.log(low), np.log(high)),
                          method="bounded", options={"xatol": 1e-10})
    return np.exp(res.x), -res.fun


def sphere_peak(dmu):
    return peak(lambda n: -n * dmu + gamma * SPHERE * (n * v) ** (2 / 3),
                1.0, 1e5)


# --- driving force against direct integration of Gibbs-Helmholtz
for T in (500.0, 600.0, 700.0):
    integral = quad(lambda t: (heat_fusion - delta_cp * (T_melt - t)) / t**2,
                    T, T_melt)[0]
    assert abs(T * integral - driving_force(T)) < 1e-10

# --- half rule, nucleation theorem and inferred gamma for spheres
for T in (500.0, 600.0, 700.0):
    d = driving_force(T)
    n_top, g_top = sphere_peak(d)
    assert abs(g_top / (n_top * d / 2) - 1) < 1e-5
    h = 1e-4 * d
    slope = (sphere_peak(d + h)[1] - sphere_peak(d - h)[1]) / (2 * h)
    assert abs(slope / (-n_top) - 1) < 1e-4
    gamma_back = d * (3 * n_top / (32 * np.pi * v**2)) ** (1 / 3)
    assert abs(gamma_back / gamma - 1) < 1e-5

dmu = driving_force(T_run)
N_c, barrier = sphere_peak(dmu)
x = dmu / kT
radius = (3 * N_c * v / (4 * np.pi)) ** (1 / 3)

# --- spherical cap on a wall, contact angle 90 degrees and 60 degrees
cap_results = {}
for angle in (90, 60):
    c = np.cos(np.radians(angle))
    cap_volume = np.pi * (2 - 3 * c + c**3) / 3
    cap_surface = 2 * np.pi * (1 - c) - c * np.pi * (1 - c**2)
    r_top, g_top = peak(lambda r: -cap_volume * r**3 / v * dmu
                        + gamma * cap_surface * r**2, 0.05, 20.0)
    n_cap = cap_volume * r_top**3 / v
    assert abs(g_top / (n_cap * dmu / 2) - 1) < 1e-5
    cap_results[angle] = (n_cap, g_top)


# --- lattice cubes and flat squares, broken bonds counted one by one
def lattice_factor(dim, drive=0.2):
    sizes = np.arange(1, 25)
    energies = []
    for L in sizes:
        block = np.pad(np.ones((L,) * dim), 1)
        broken = sum(np.abs(np.diff(block, axis=k)).sum() for k in range(dim))
        energies.append(0.5 * broken - drive * L**dim)
    best = int(np.argmax(energies))
    return energies[best] / (drive * sizes[best] ** dim)


factor_cube, factor_square = lattice_factor(3), lattice_factor(2)
assert abs(factor_cube - 0.5) < 1e-9
assert abs(factor_square - 1.0) < 1e-9


# --- random walk in cluster size
def reduced_g(n, drive, n_crit):
    return 1.5 * drive * n_crit ** (1 / 3) * n ** (2 / 3) - drive * n


def growth_probability(low, high, drive, n_crit):
    """Chance to reach high before low, from the sum of step resistances."""
    n = np.arange(low, high + 1, dtype=float)
    g = reduced_g(n, drive, n_crit)
    mean_g = 0.5 * (g[1:] + g[:-1])
    resist = np.exp(mean_g - mean_g.max()) / (n[:-1] + 0.5) ** (2 / 3)
    q = np.concatenate(([0.0], np.cumsum(resist)))
    return n, q / q[-1]


# half-growth size lies (2/3) kT/dmu below the top: test for a large nucleus
big_n, big_x = 2e5, 0.1
n_big, q_big = growth_probability(1, 400000, big_x, big_n)
shift_big = np.interp(0.5, q_big, n_big) - big_n
assert abs(shift_big / (-2 / (3 * big_x)) - 1) < 0.01

# rates: up from n and down from n, in units of attach_rate
LOW, HIGH = 5, 150
sizes = np.arange(0, HIGH + 2, dtype=float)
g_all = reduced_g(sizes, x, N_c)
up, down = np.zeros(HIGH + 2), np.zeros(HIGH + 2)
step_g = np.diff(g_all)
up[:-1] = (sizes[:-1] + 0.5) ** (2 / 3) * np.exp(-step_g / 2)
down[1:] = (sizes[1:] - 0.5) ** (2 / 3) * np.exp(step_g / 2)

rng = np.random.default_rng(7)
seed_sizes, runs = np.array([30, 40, 50, 60, 70]), 2000
n_exact, q_exact = growth_probability(LOW, HIGH, x, N_c)
p_up = up / (up + down)
fractions = []
for seed in seed_sizes:
    walkers, grown = np.full(runs, seed), 0
    while walkers.size:
        rise = rng.random(walkers.size) < p_up[walkers]
        walkers = walkers + np.where(rise, 1, -1)
        grown += int(np.sum(walkers >= HIGH))
        walkers = walkers[(walkers > LOW) & (walkers < HIGH)]
    fractions.append(grown / runs)
    q = q_exact[seed - LOW]
    assert abs(grown / runs - q) < 5 * np.sqrt(q * (1 - q) / runs)
fractions = np.array(fractions)
assert np.all(np.diff(fractions) > 0)
N_half = np.interp(0.5, fractions, seed_sizes)
N_half_exact = np.interp(0.5, q_exact, n_exact)
local_slope = (fractions[3] - fractions[1]) / (seed_sizes[3] - seed_sizes[1])
N_half_error = np.sqrt(0.25 / runs) / local_slope
barrier_seeded = N_half * dmu / 2
gamma_seeded = dmu * (3 * N_half / (32 * np.pi * v**2)) ** (1 / 3)
assert abs(barrier_seeded - barrier) < kT

# --- steady nucleation flux from the population equations
inner = np.arange(2, HIGH)
matrix = np.diag(-(up[inner] + down[inner]))
matrix += np.diag(up[inner[:-1]], -1) + np.diag(down[inner[1:]], 1)
source = np.zeros(inner.size)
source[0] = -up[1] * np.exp(-g_all[1])
population = np.linalg.solve(matrix, source)
flux = up[HIGH - 1] * population[-1]
zeldovich = np.sqrt(x / (6 * np.pi * N_c))
flux_formula = zeldovich * N_c ** (2 / 3) * np.exp(-N_c * x / 2)
assert abs(flux / flux_formula - 1) < 0.05
rate = attach_rate * flux_formula / v
wait_ns = 1e9 / (rate * 20.0**3)


# --- neglected effect: interfacial free energy that depends on curvature
def curvature_ratio(t):
    return (1 - 4 * t) / (1 - t)


tolman = 0.05                            # nm, rough size, sign unknown
for delta in (tolman, -tolman):
    r_top, g_top = peak(lambda r: -4 * np.pi * r**3 / (3 * v) * dmu
                        + 4 * np.pi * gamma * (r**2 - 2 * delta * r), 0.2, 20)
    n_top = 4 * np.pi * r_top**3 / (3 * v)
    assert abs(g_top / (n_top * dmu / 2) - curvature_ratio(delta / r_top)) < 1e-4

# --- neglected effect: compression of the nucleus by its own surface
bulk_gpa, shear_gpa = 40.0, 10.0         # rough
bulk = bulk_gpa * GPA


def squeezed(n):
    inner_min = minimize_scalar(
        lambda s: n * (-dmu + bulk * v * s**2 / 2)
        + gamma * SPHERE * (n * v * (1 - s)) ** (2 / 3),
        bounds=(0.0, 0.1), method="bounded", options={"xatol": 1e-10})
    return inner_min.fun


n_top, g_top = peak(squeezed, 5.0, 1000.0)
compression_ratio = 1 - dmu / (2 * bulk * v)
assert abs(g_top / (n_top * dmu / 2) - compression_ratio) < 2e-4

# --- neglected effect: misfit strain if the surroundings could not flow
volume_misfit = 0.05                     # rough
eps = volume_misfit / 3
outside = 3 * quad(lambda r: r**2 * shear_gpa * 6 / r**6, 1, np.inf)[0]
relaxed = minimize_scalar(lambda y: 4.5 * bulk_gpa * (y - 1)**2 + outside * y**2)
strain_density = (18 * bulk_gpa * shear_gpa
                  / (3 * bulk_gpa + 4 * shear_gpa) * eps**2)
assert abs(relaxed.fun * eps**2 / strain_density - 1) < 1e-6
strain_atom = strain_density * GPA * v

linear_dmu = heat_fusion * (1 - T_run / T_melt)
one_atom = -dmu + gamma * SPHERE * v ** (2 / 3)

print(f"melting / run temperature: {T_melt:.0f} / {T_run:.0f} K")
print(f"heat of fusion: {heat_fusion:.3f} eV/atom")
print(f"heat-capacity difference: {delta_cp:.3e} eV/K per atom")
print(f"volume per atom: {v:.3f} nm^3")
print(f"gamma put into model: {gamma_si:.4f} J/m^2 = {gamma:.4f} eV/nm^2")
print(f"kT at run temperature: {kT:.5f} eV")
print(f"driving force dmu: {dmu:.5f} eV/atom; dmu/kT = {x:.4f}")
for s, f in zip(seed_sizes, fractions):
    print(f"seed {s} atoms: grown fraction {f:.4f}, "
          f"exact {q_exact[s - LOW]:.4f}")
print(f"runs per seed: {runs}; stop sizes {LOW} and {HIGH} atoms")
print(f"half-growth size, sampled: {N_half:.2f} +- {N_half_error:.2f} atoms")
print(f"half-growth size, exact for walk: {N_half_exact:.2f} atoms")
print(f"top of G(N): N_c = {N_c:.2f} atoms, radius {radius:.3f} nm")
print(f"predicted shift -(2/3)kT/dmu: {-2 / (3 * x):.3f} atoms")
print(f"large-nucleus shift: {shift_big:.3f}, "
      f"predicted {-2 / (3 * big_x):.3f} atoms")
print(f"barrier from seeds: {barrier_seeded:.4f} eV "
      f"= {barrier_seeded * EV:.3e} J")
print(f"barrier from seeds / kT: {barrier_seeded / kT:.2f}")
print(f"barrier in model: {barrier:.4f} eV = {barrier / kT:.2f} kT")
print(f"seeded minus model barrier: {barrier_seeded - barrier:.4f} eV")
print(f"predicted offset -kT/3: {-kT / 3:.4f} eV")
print(f"gamma from seeds: {gamma_seeded / JM2:.4f} J/m^2")
print(f"factor G*/(N_c dmu), cube: {factor_cube:.3f}; "
      f"flat square: {factor_square:.3f}")
for angle, (n_cap, g_cap) in cap_results.items():
    print(f"wall cap {angle} deg: N_c {n_cap:.2f} atoms, barrier {g_cap:.4f} eV")
print(f"Zeldovich factor: {zeldovich:.4f}")
print(f"attachment prefactor k0: {attach_rate:.1e} 1/s")
print(f"attachment rate at N_c: {attach_rate * N_c ** (2 / 3):.3e} 1/s")
print(f"flux, population equations / formula: {flux / flux_formula:.4f}")
print(f"nucleation rate (model barrier): {rate:.3e} nm^-3 s^-1")
print(f"mean wait in 20 nm cube: {wait_ns:.1f} ns")
print(f"10% count error: barrier {0.1 * barrier:.4f} eV, "
      f"exponential factor {np.exp(0.1 * barrier / kT):.2f}")
print(f"curvature length +{tolman} nm: barrier x "
      f"{curvature_ratio(tolman / radius):.3f}")
print(f"curvature length -{tolman} nm: barrier x "
      f"{curvature_ratio(-tolman / radius):.3f}")
print(f"bulk / shear modulus: {bulk_gpa:.0f} / {shear_gpa:.0f} GPa")
print(f"surface pressure dmu/v: {dmu / v / GPA:.3f} GPa")
print(f"compression: barrier x {compression_ratio:.4f}")
print(f"volume misfit {volume_misfit:.2f}: strain {strain_atom:.5f} eV/atom")
print(f"misfit strain: barrier x {1 - strain_atom / dmu:.3f}")
print(f"linear dmu estimate: {linear_dmu:.5f} eV/atom, "
      f"ratio {linear_dmu / dmu:.3f}")
print(f"G(1) of model: {one_atom:.4f} eV = {one_atom / kT:.2f} kT")
for T in (500.0, 700.0):
    n_T, g_T = sphere_peak(driving_force(T))
    print(f"{T:.0f} K: dmu {driving_force(T):.5f} eV, N_c {n_T:.1f}, "
          f"barrier {g_T:.3f} eV = {g_T / (KB * T):.1f} kT")
print("all assertions hold")
```

It prints:

```
melting / run temperature: 900 / 600 K
heat of fusion: 0.140 eV/atom
heat-capacity difference: 8.617e-05 eV/K per atom
volume per atom: 0.030 nm^3
gamma put into model: 0.0800 J/m^2 = 0.4993 eV/nm^2
kT at run temperature: 0.05170 eV
driving force dmu: 0.04178 eV/atom; dmu/kT = 0.8080
seed 30 atoms: grown fraction 0.0500, exact 0.0479
seed 40 atoms: grown fraction 0.2050, exact 0.2086
seed 50 atoms: grown fraction 0.4805, exact 0.4813
seed 60 atoms: grown fraction 0.7645, exact 0.7431
seed 70 atoms: grown fraction 0.8840, exact 0.9036
runs per seed: 2000; stop sizes 5 and 150 atoms
half-growth size, sampled: 50.69 +- 0.40 atoms
half-growth size, exact for walk: 50.64 atoms
top of G(N): N_c = 51.49 atoms, radius 0.717 nm
predicted shift -(2/3)kT/dmu: -0.825 atoms
large-nucleus shift: -6.667, predicted -6.667 atoms
barrier from seeds: 1.0588 eV = 1.696e-19 J
barrier from seeds / kT: 20.48
barrier in model: 1.0755 eV = 20.80 kT
seeded minus model barrier: -0.0167 eV
predicted offset -kT/3: -0.0172 eV
gamma from seeds: 0.0796 J/m^2
factor G*/(N_c dmu), cube: 0.500; flat square: 1.000
wall cap 90 deg: N_c 25.74 atoms, barrier 0.5378 eV
wall cap 60 deg: N_c 8.04 atoms, barrier 0.1680 eV
Zeldovich factor: 0.0289
attachment prefactor k0: 1.0e+11 1/s
attachment rate at N_c: 1.384e+12 1/s
flux, population equations / formula: 0.9937
nucleation rate (model barrier): 1.231e+03 nm^-3 s^-1
mean wait in 20 nm cube: 101.5 ns
10% count error: barrier 0.1076 eV, exponential factor 8.01
curvature length +0.05 nm: barrier x 0.775
curvature length -0.05 nm: barrier x 1.196
bulk / shear modulus: 40 / 10 GPa
surface pressure dmu/v: 0.223 GPa
compression: barrier x 0.9972
volume misfit 0.05: strain 0.00234 eV/atom
misfit strain: barrier x 0.944
linear dmu estimate: 0.04667 eV/atom, ratio 1.117
G(1) of model: 0.1914 eV = 3.70 kT
500 K: dmu 0.05308 eV, N_c 25.1, barrier 0.666 eV = 15.5 kT
700 K: dmu 0.02904 eV, N_c 153.4, barrier 2.227 eV = 36.9 kT
all assertions hold
```
